# Half-Order Diffraction from a Grating with Alternately Displaced Lines

## Problem

A grating of identical parallel lines has pitch $p$. Every second line is displaced by $\delta$ along $x$, perpendicular to the lines. The grating is studied by diffraction in the single-scattering approximation.

1. Find the new period and the gaps between lines of width $w$. Where do new diffraction peaks become possible?
2. Find the structure-factor magnitude of the two-line cell at each order, and in particular at the first new peak. Which property of the lines does the result require?
3. Does a finite number of cells displace the new peak?
4. For rectangular lines, express the intensity of the first new peak relative to the first order of the original grating. Invert the relation to obtain $|\delta|$.
5. Evaluate the results for $p=32$ nm, $w=16$ nm, $\delta=1$ nm and 500 two-line cells.
6. Estimate how unequal widths, a wrong assumed width, sloping walls, random placement errors and a spread of $\delta$ would change the inferred displacement.

## Solution

### 1. Period, gaps and peak positions

Put one line at $x=0$ and the next, displaced, line at $x=p+\delta$. The third line is undisplaced and stands at $2p$, where the pattern repeats. The period is therefore $2p$.

The gap after the first line is $p+\delta-w$. The gap after the second is $2p-(p+\delta)-w=p-\delta-w$. Neighbouring gaps differ by $2\delta$, so $\delta$ must not be confused with the gap difference, which may also be used to describe pitch walking. The lines do not overlap if $|\delta|<p-w$.

A structure of period $2p$ diffracts at

$$q_m=\frac{2\pi m}{2p}=\frac{\pi m}{p},$$

where $q$ is the component of the scattering wave vector along $x$. The original grating has peaks at multiples of $2\pi/p$, which are the even $m$. Odd $m$ are new. The first, $q_1=\pi/p$, lies halfway to the first original order, $q_2=2\pi/p$.

### 2. Structure factor

Let $\rho(x)$ be the scattering density of one line about a reference point fixed in the line. Its form factor is

$$f(q)=\int \rho(x)e^{-iqx}\,dx .$$

A line moved to $X$ has density $\rho(x-X)$. Substituting $u=x-X$ gives the amplitude $e^{-iqX}f(q)$. The cell amplitude is thus

$$A(q)=f(q)S(q),\qquad S(q)=1+e^{-iq(p+\delta)} .$$

The common factor $f$ comes out because the lines are identical and equally oriented. They need not be symmetric.

At $q_m$, $e^{-iq_mp}=e^{-i\pi m}=(-1)^m$, so

$$S_m=1+(-1)^m e^{-i\pi m\delta/p}.$$

Define $\theta_m=\pi m\delta/p$ and take out half of this phase. For odd $m$,

$$1-e^{-i\theta_m}=e^{-i\theta_m/2}\left(e^{i\theta_m/2}-e^{-i\theta_m/2}\right)
=2i\,e^{-i\theta_m/2}\sin\frac{\theta_m}{2}.$$

For even $m$ the two exponentials add and give twice a cosine. Since $|i\,e^{-i\theta_m/2}|=1$,

$$|S_m|=\begin{cases}2\left|\sin\dfrac{\pi m\delta}{2p}\right|,&m\text{ odd},\\[2mm]2\left|\cos\dfrac{\pi m\delta}{2p}\right|,&m\text{ even}.\end{cases}$$

The first half-order peak therefore has

$$\boxed{|S_1|=2\left|\sin\frac{\pi\delta}{2p}\right|}.$$

The absolute value is needed for negative $\delta$. At $\delta=0$ the two lines contribute with opposite signs and cancel. A displacement spoils the cancellation, and for $|\delta|\ll p$ the result is $|S_1|\simeq\pi|\delta|/p$. The intensity then starts as $\delta^2$. This is the structure factor alone; the observed intensity also contains $|f(q_1)|^2$, and the peak disappears if $f(q_1)=0$.

The sign of $\delta$ cannot be recovered. With $-\delta$ the lines stand at $0$ and $p-\delta$. Translation by $p+\delta$ takes them to $p+\delta$ and $2p$, which belong to the grating with $+\delta$. The two infinite gratings are the same object.

The formula was tested by Fourier transforming a sampled grating of smooth, asymmetric lines with $p=32$ nm and profile

$$\rho(u)=e^{-(u/4)^2}(1+0.2u+0.05u^2),\qquad u\text{ in nm}.$$

For $\delta=0,1,-3,9$ nm and $m=1$ to $4$, the largest deviation in $|S_m|$ was $4\times10^{-13}$.

### 3. A finite grating

For $N$ cells the geometric sum over cell positions multiplies $|A(q)|^2$ by

$$G(q)=\frac{\sin^2(Nqp)}{\sin^2(qp)} .$$

At every $q_m$ this equals $N^2$, so the cell result holds there for any $N$. The maximum need not lie at $q_1$, however, because $|S(q)|^2$ has a slope.

Write $q=q_1+\kappa$. Then $qp=\pi+\kappa p$, and the expansion $\sin y\simeq y-y^3/6$ in numerator and denominator gives

$$G\simeq N^2\left[1-\frac{(N^2-1)p^2\kappa^2}{3}\right].$$

From $|S(q)|=2|\cos[q(p+\delta)/2]|$,

$$\frac{d\ln|S|^2}{dq}=-(p+\delta)\tan\frac{q(p+\delta)}2 .$$

At $q_1$ the argument is $\pi/2+\pi\delta/(2p)$, whose tangent is $-\cot[\pi\delta/(2p)]$. The slope is thus

$$L=(p+\delta)\cot\frac{\pi\delta}{2p}.$$

To leading order, $\ln(G|S|^2)$ varies as $L\kappa-(N^2-1)p^2\kappa^2/3$. Setting its derivative to zero gives

$$\kappa=\frac{3(p+\delta)\cot[\pi\delta/(2p)]}{2(N^2-1)p^2}.$$

This requires $|L\kappa|\ll1$, or roughly $N\pi|\delta|/(2p)\gg1$. A very small displacement needs many cells before its peak is well centred. Here $f(q)$ was taken as constant across the narrow peak.

### 4. Intensity ratio and its inversion

For a rectangular line of unit density,

$$f(q)=\int_{-w/2}^{w/2}e^{-iqx}dx=\frac{2\sin(qw/2)}q .$$

Since $q_2=2q_1$ and $\sin(q_1w)=2\sin(q_1w/2)\cos(q_1w/2)$,

$$\frac{f(q_1)}{f(q_2)}=\frac{2\sin(q_1w/2)}{\sin(q_1w)}=\frac1{\cos[\pi w/(2p)]}.$$

At the nominal peak positions, the intensity ratio is therefore

$$R=\frac{|f(q_1)S_1|^2}{|f(q_2)S_2|^2}
=\frac{\sin^2[\pi\delta/(2p)]}{\cos^2[\pi w/(2p)]\cos^2(\pi\delta/p)} .$$

Restrict the displacement to $|\delta|<p/2$, where both cosines are positive. Define

$$s=\sin\frac{\pi|\delta|}{2p},\qquad r=\sqrt R\cos\frac{\pi w}{2p}.$$

Because $\cos(\pi\delta/p)=1-2s^2$, the square root of the ratio gives $r=s/(1-2s^2)$, or $2rs^2+s-r=0$. The non-negative root is

$$s=\frac{\sqrt{1+8r^2}-1}{4r},\qquad |\delta|=\frac{2p}{\pi}\arcsin s ,$$

with $s=0$ when $r=0$.

### 5. Numerical example

The gaps are $32+1-16=17$ nm and $32-1-16=15$ nm. The peaks lie at $q_1=0.09817$ and $q_2=0.19635$ nm$^{-1}$. With $\pi\delta/(2p)=0.049087$,

$$|S_1|=2\sin(0.049087)=0.09814,\qquad |S_2|=1.99037 .$$

The small-displacement estimate, 0.09817, is already close. Doubling $\delta$ to 2 nm gives 0.19603, nearly twice the amplitude and hence nearly four times the structure-factor intensity.

The form factors are 14.405 nm at $q_1$ and 10.186 nm at $q_2$, so

$$R=\left(\frac{14.405}{10.186}\right)^2\left(\frac{0.09814}{1.99037}\right)^2=0.00486 .$$

The new peak has about half a percent of the intensity of the first original order. Inversion gives $r=0.0493$, $s=0.0491$ and $|\delta|=1.000$ nm, or 10.00 angstrom.

For 500 cells, with $f$ held constant across the peak, direct summation puts the maximum $3.93\times10^{-6}$ nm$^{-1}$ above $q_1$; the leading-order formula gives $3.94\times10^{-6}$ nm$^{-1}$. The maximum is 0.13 percent higher than the intensity at $q_1$. Finite size is therefore unimportant for the position and height of the peak. The shift assumes a whole number of cells; one extra line reduces it to about $1\times10^{-7}$ nm$^{-1}$, and including the slope of the rectangular form factor changes it to $3.90\times10^{-6}$ nm$^{-1}$. Intensities integrated over a window also collect the tails of $G$: windows of $\pm0.002$ and $\pm0.01$ nm$^{-1}$ around both peaks give apparent displacements of 1.002 and 1.011 nm.

### 6. When the lines or displacements are not ideal

In each case below the ideal inversion is applied to a modified ratio. The true displacement, or its mean where it varies, stays at 1 nm, except in the comparison with equally spaced centres, where it is zero.

**Unequal widths.** Let neighbouring symmetric lines have real form factors $f_A$ and $f_B$. At $q_1$,

$$\begin{aligned}|f_A-f_Be^{-i\theta_1}|^2&=f_A^2+f_B^2-2f_Af_B\cos\theta_1\\&=(f_A-f_B)^2+4f_Af_B\sin^2(\theta_1/2).\end{aligned}$$

The first term survives at $\delta=0$, so a half-order peak by itself does not prove displacement. Widths of $w\pm\Delta w/2$ with $\Delta w=0.5$ nm raise the apparent displacement to 1.031 nm.

For equally spaced centres, subtracting the two sines in the form factors gives

$$|f_A-f_B|=\frac4{q_1}\left|\cos\frac{q_1w}{2}\sin\frac{q_1\Delta w}{4}\right|.$$

Displacement of equal lines gives $(4/q_1)|\sin(q_1w/2)\sin(q_1\delta/2)|$. At $w=p/2$ the sine and cosine of $q_1w/2=\pi/4$ agree, so $\Delta w=2|\delta|$ produces the same peak. For $|\delta|=1$ nm the numerical solution is indeed 2.000 nm.

There is a geometric reason. Lines of 17 and 15 nm separated by 16 nm gaps are the complement of 16 nm lines separated by 17 and 15 nm gaps. Complementary densities add to a constant, whose Fourier transform vanishes at every nonzero order. Their diffracted amplitudes are therefore opposite and their intensities equal. In this half-filled case, none of the nonzero orders distinguishes the two causes within the model. The same argument holds for any width: lines of width $w$ displaced by $\delta$ diffract like equally spaced lines of widths $p-w\pm\delta$. Away from half filling the two causes are therefore separated only if the mean width is known independently.

**Wrong assumed width.** If the lines are taken to be 16.5 nm wide, the apparent displacement is 0.975 nm. The cause is the factor $\cos[\pi w/(2p)]$ in $r$, which decreases as the assumed width grows.

**Mirrored sloping walls.** Spacer lines formed on opposite sides of a sacrificial core can be mirror images rather than identical copies. If $f_A=|f|e^{-i\beta}$, the mirrored line has $f_B=|f|e^{i\beta}$. Taking out the common half phase gives

$$|A(q_1)|=|f|\left|e^{-i\beta}-e^{i\beta-i\theta_1}\right|
=2|f|\left|\sin\left(\frac{\pi\delta}{2p}-\beta\right)\right| .$$

At this order the asymmetry acts as an additional displacement. Because $\beta$ depends on $q$, the equivalent displacement generally differs from one order to another. Let one wall slope over 4 nm laterally, with the width and centre defined at mid-height. The apparent displacement is 0.944 nm when the slopes face each other across the wide gap, and 1.075 nm when they face across the narrow gap. For mirrored lines $\delta$ must be stated together with its reference point on the line. Moving that point only adds a phase proportional to $q$, so in general it cannot remove the effect of the asymmetry at every order.

**Random placement errors.** Give each line an independent Gaussian error of standard deviation $\sigma$. The average of $e^{-iqu}$ over one error $u$ is $e^{-q^2\sigma^2/2}$. Each pair of different lines contains two such factors, with product $D=e^{-q^2\sigma^2}$, whereas the $2N$ self-terms remain one. At $q_m$,

$$\langle I\rangle=|f|^2\left[2N+D(N^2|S_m|^2-2N)\right]
=|f|^2\left[DN^2|S_m|^2+2N(1-D)\right].$$

The errors weaken the sharp peak and add diffuse scattering. With $\sigma=0.5$ nm and 500 cells, the intensities averaged over many gratings give an apparent displacement of 1.004 nm. Most of the change arises because the original order is weakened more than the new one. Subtracting the averaged diffuse term would lower the estimate by only about 0.0005 nm. A single grating scatters much more about this mean. To first order the peak senses the mean position of the $N$ displaced lines relative to the mean position of the $N$ undisplaced ones, and this difference fluctuates with standard deviation $\sigma\sqrt{2/N}=0.032$ nm.

**A spread of displacement.** Suppose regions with different $\delta$ contribute intensities that add incoherently. For a Gaussian distribution with mean $\bar\delta$ and standard deviation $\sigma_\delta$,

$$\left\langle\sin^2\frac{\pi\delta}{2p}\right\rangle=\frac12\left[1-\cos\frac{\pi\bar\delta}{p}\,e^{-(\pi\sigma_\delta/p)^2/2}\right].$$

This follows from $\sin^2y=(1-\cos2y)/2$ and the Gaussian average of a cosine. For small displacements it is proportional to $\bar\delta^2+\sigma_\delta^2$, so the peak measures a root-mean-square displacement. A spread of 0.3 nm gives 1.044 nm, including the corresponding average in the original order.

### The model beside a real grating

In self-aligned double patterning, spacers are formed on both sides of each sacrificial core. An error in core width makes alternate gaps unequal while the core pitch stays $2p$. The chosen dimensions are round values in the rough range of fine semiconductor gratings. A core pitch of 64 nm is, however, too fine for one exposure at 193 nm wavelength and numerical aperture 1.35, for which the smallest pitch is about $193/(2\times1.35)\simeq71$ nm. It needs a finer exposure method or an earlier multiplication step. In the latter case the repeat can contain four different line positions, and the two-line cell is no longer sufficient. Real lines also break the assumption of identical rectangles: among the imperfections evaluated above at a true displacement of 1 nm, the largest single change in inferred displacement is 7.5 percent of the true value. Several imperfections together can change it by more.

For X-rays of 17000 eV at normal incidence and silicon lines 50 nm high, the free-electron estimate of the phase shift in a line is $r_e\lambda n_eh=0.0072$ rad. Here $r_e$ is the classical electron radius, $\lambda$ the wavelength, $n_e$ the electron density and $h$ the height. The propagation phase across that height at $q_2$ is $q_2^2h\lambda/(4\pi)=0.011$ rad. Both are much smaller than one, which supports the thin, weakly scattering description for this example. They indicate the size of the neglected phases and are not bounds on the error in $\delta$. Tall, dense lines or grazing incidence require a separate assessment. The values used here are collected in the numerical output.

## Computed values

```
Pitch p: 32.0 nm
Line width w: 16.0 nm
Displacement delta: 1.0 nm
Wide gap: 17.0 nm
Narrow gap: 15.0 nm
Half-order position: 0.09817 1/nm
First original order position: 0.19635 1/nm
Angle pi delta/(2p): 0.049087 rad
Half-order structure factor: 0.098135 (no unit)
Small-shift value pi delta/p: 0.098175 (no unit)
Original-order structure factor: 1.990369 (no unit)
Half-order factor, delta 0.5 nm: 0.049082 (no unit)
Half-order factor, delta 2.0 nm: 0.196034 (no unit)
Half-order factor, delta 4.0 nm: 0.390181 (no unit)
Largest error in Fourier test: 4.0e-13 (no unit)
Form factor at half order: 14.4051 nm
Form factor at original order: 10.1859 nm
Intensity ratio half/original: 0.004862 (no unit)
Recovered displacement: 1.0000 nm = 10.000 angstrom
Number of two-line cells: 500
Offset of finite-grating peak: 3.930e-06 1/nm
Offset from formula: 3.936e-06 1/nm
Excess height at shifted peak: 0.132 percent
Alternating width difference: 0.5 nm
Apparent delta, unequal widths: 1.0307 nm
Width difference mimicking delta: 2.0000 nm
Excess in assumed width: 0.5 nm
Apparent delta, wrong width: 0.9754 nm
Lateral extent of sloping wall: 4.0 nm
Apparent delta, slopes facing: 0.9440 nm
Apparent delta, slopes reversed: 1.0750 nm
Random placement error (rms): 0.5 nm
Apparent delta, placement errors: 1.0041 nm
Spread of delta over beam (rms): 0.3 nm
Apparent delta, spread: 1.0439 nm
Photon energy: 17000 eV
X-ray wavelength: 0.07293 nm
Line height: 50.0 nm
Silicon electron density: 699.2 1/nm^3
X-ray phase shift in line: 0.00718 rad
Propagation phase over height: 0.01119 rad
```
